# Anomalous Hall Effect Without Net Spin in a Kagome Antiferromagnet: a numerical check

```python
"""Result under test: the anomalous Hall conductivity is not proportional to the
magnetization. It needs a magnetic point group that allows a time-odd axial vector.
Model: kagome layer, hopping -t, spin-orbit hopping lam, exchange field J along unit
vectors s_i. psi: common in-plane rotation from the radial 120-degree texture;
theta: canting out of the plane. Lattice constant a = 1, hbar = 1, energies in t.
sigma_xy is in e^2/h for carriers of charge -e; m_z = sum <sigma_z> per cell.
Only spin magnetization is computed; orbital magnetization is left out."""
import numpy as np
from scipy.optimize import brentq
from scipy.constants import e as e_charge, h as h_planck

t, LAM, J0, KT = 1.0, 0.2, 5.0, 0.05
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], complex)
SPIN = np.array([np.kron(np.eye(3), s) for s in PAULI])
A1, A2 = np.array([1.0, 0.0]), np.array([0.5, np.sqrt(3) / 2])
SITES = np.array([0 * A1, A1 / 2, A2 / 2])
RADIAL = SITES - SITES.mean(axis=0)
PAIRS = [(0, 1), (1, 2), (2, 0)]
BONDS = np.array([SITES[j] - SITES[i] for i, j in PAIRS])
RECIP = 2 * np.pi * np.linalg.inv(np.array([A1, A2])).T
BZ_AREA = abs(np.linalg.det(RECIP))
# bond spin axes: tilted = z x d (alternating field), flat = along z
TILTED = np.array([[-d[1], d[0], 0] for d in BONDS]) / 0.5
FLAT = np.array([[0, 0, 1.0]] * 3)
K_POINT = np.array([4 * np.pi / 3, 0.0])


def texture(psi=0.0, theta=0.0):
    phi = np.arctan2(RADIAL[:, 1], RADIAL[:, 0]) + psi
    return np.array([np.cos(theta) * np.cos(phi), np.cos(theta) * np.sin(phi),
                     np.sin(theta) * np.ones(3)]).T


def bloch(k, spins, J=J0, lam=LAM, axes=TILTED):
    """Hamiltonian and its two k derivatives for an array of k points."""
    k = np.atleast_2d(k)
    ham = np.zeros((3, len(k), 6, 6), complex)
    for i in range(3):
        ham[0, :, 2*i:2*i+2, 2*i:2*i+2] = -J * np.tensordot(spins[i], PAULI, 1)
    for (i, j), d, axis in zip(PAIRS, BONDS, axes):
        block = -t * np.eye(2) + 1j * lam * np.tensordot(axis, PAULI, 1)
        arg = k @ d
        factors = [2*np.cos(arg), -2*d[0]*np.sin(arg), -2*d[1]*np.sin(arg)]
        for q, fac in enumerate(factors):
            ham[q, :, 2*i:2*i+2, 2*j:2*j+2] = fac[:, None, None] * block
            ham[q, :, 2*j:2*j+2, 2*i:2*i+2] = fac[:, None, None] * block.conj().T
    return ham


def projected_bands(k, psi, theta):
    """Three bands for spins locked to the exchange field, measured from -J."""
    x = LAM*np.cos(psi)*np.cos(theta) - np.sqrt(3)/2*t*np.sin(theta)
    small = np.zeros((len(k), 3, 3), complex)
    for (i, j), d in zip(PAIRS, BONDS):
        hop = -np.exp(1j*np.pi/3) * (t/2 + 1j*x) * 2*np.cos(k @ d)
        small[:, i, j], small[:, j, i] = hop, hop.conj()
    return np.linalg.eigvalsh(small)


def mesh(n):
    """Threefold-symmetric mesh that avoids the high-symmetry points."""
    g1, g2 = np.meshgrid((np.arange(n) + 1/3) / n, (np.arange(n) + 2/3) / n,
                         indexing="ij")
    return g1.reshape(-1, 1) * RECIP[0] + g2.reshape(-1, 1) * RECIP[1]


def respond(spins, filling, J=J0, lam=LAM, axes=TILTED, kT=None, n=72):
    """Hall conductivity, total spin, indirect gap and band energy per cell.
    kT None: the lowest 'filling' bands are full; otherwise Fermi occupation."""
    ham, hx, hy = bloch(mesh(n), spins, J, lam, axes)
    en, u = np.linalg.eigh(ham)
    gap = None
    if kT is None:
        occ = np.zeros_like(en)
        occ[:, :filling] = 1
        gap = en[:, filling].min() - en[:, filling - 1].max()
    else:
        def fermi(mu):
            return 0.5 * (1 - np.tanh((en - mu) / (2 * kT)))
        mu = brentq(lambda m: fermi(m).sum(1).mean() - filling,
                    en.min() - 2, en.max() + 2, xtol=1e-13)
        occ = fermi(mu)
    ud = u.conj().transpose(0, 2, 1)
    x, y = ud @ hx @ u, ud @ hy @ u
    diff = en[:, :, None] - en[:, None, :]
    safe = np.abs(diff) > 1e-7
    weight = np.where(safe, (occ[:, :, None] - occ[:, None, :])
                      / np.where(safe, diff, 1)**2, 0)
    curvature = -(weight * (x * y.transpose(0, 2, 1)).imag).sum((1, 2))
    sigma = -BZ_AREA * curvature.mean() / (2 * np.pi)
    spin = np.array([((u.conj() * (s @ u)).sum(1).real * occ).sum(1).mean()
                     for s in SPIN])
    return sigma, spin, gap, (occ * en).sum(1).mean()


def link_hall(spins, filling, n=30):
    """Hall integer from gauge-invariant link products, no velocity operator."""
    k = mesh(n)
    u = np.linalg.eigh(bloch(k, spins)[0])[1][:, :, :filling]
    u = np.repeat(np.exp(1j * k @ SITES.T), 2, axis=1)[:, :, None] * u
    u = u.reshape(n, n, 6, filling)

    def link(a, b):
        return np.linalg.det(a.conj().transpose(0, 1, 3, 2) @ b)
    u1, u2 = np.roll(u, -1, 0), np.roll(u, -1, 1)
    u12 = np.roll(u1, -1, 1)
    loop = link(u, u1) * link(u1, u12) * link(u12, u2) * link(u2, u)
    return np.angle(loop).sum() / (2 * np.pi)


def allowed_vectors(spins, flat_layer):
    """Projector on time-odd axial vectors kept by the magnetic point group."""
    pos = np.c_[RADIAL, np.zeros(3)]
    extras = [np.eye(3), -np.eye(3)]
    if flat_layer:
        extras += [np.diag([1., 1, -1]), np.diag([-1., -1, 1])]
    kept = []
    for m in range(3):
        c, s = np.cos(2*np.pi*m/3), np.sin(2*np.pi*m/3)
        rot = np.array([[c, -s, 0], [s, c, 0], [0, 0, 1]])
        for base in (rot, rot @ np.diag([-1., 1, 1])):
            perm = [int(np.argmin(np.linalg.norm(pos - base @ p, axis=1)))
                    for p in pos]
            for extra in extras:
                op = extra @ base
                for time_sign in (1, -1):
                    act = time_sign * np.linalg.det(op) * op
                    if np.allclose(spins @ act.T, spins[perm], atol=1e-9):
                        kept.append(act)
    return np.mean(kept, axis=0)


# --- anomalous velocity from the time-dependent Schroedinger equation
k_end, band = np.array([3.9, 0.2]), 1
duration, steps, rate = 300.0, 10000, 1e-3
radial = texture()


def final_velocity(g):
    def path(time):
        s = time/2 - duration/(2*np.pi)*np.sin(np.pi*time/duration)
        return np.c_[np.full_like(s, k_end[0]), k_end[1] + g*(s - duration/2)]
    dt = duration / steps
    en, u = np.linalg.eigh(bloch(path((np.arange(steps) + 0.5)*dt), radial)[0])
    prop = (u * np.exp(-1j*en*dt)[:, None, :]) @ u.conj().transpose(0, 2, 1)
    psi = np.linalg.eigh(bloch(path(np.array([0.0])), radial)[0][0])[1][:, band]
    for p in prop:
        psi = p @ psi
    return (psi.conj() @ bloch(k_end, radial)[1][0] @ psi).real


omega_dynamic = -(final_velocity(rate) - final_velocity(-rate)) / (2 * rate)
h0, hx0, hy0 = bloch(k_end, radial)[:, 0]
e0, u0 = np.linalg.eigh(h0)
x0, y0 = u0.conj().T @ hx0 @ u0, u0.conj().T @ hy0 @ u0
omega_formula = -2 * sum((x0[band, m]*y0[m, band]).imag / (e0[band] - e0[m])**2
                         for m in range(6) if m != band)
assert abs(omega_dynamic - omega_formula) < 0.01 * abs(omega_formula)

# --- symmetry: which textures allow a Hall vector
tangential = texture(np.pi / 2)
p_rad, p_tan = allowed_vectors(radial, False), allowed_vectors(tangential, False)
p_flat = allowed_vectors(radial, True)
assert np.allclose(p_rad, np.diag([0, 0, 1]), atol=1e-9)
assert np.allclose(p_tan, 0, atol=1e-9) and np.allclose(p_flat, 0, atol=1e-9)

# --- metal with one electron per cell: allowed and forbidden cases
metal = {deg: respond(texture(np.radians(deg)), 1, kT=KT) for deg in (0, 45, 90, 180)}
fine = respond(radial, 1, kT=KT, n=96)
assert abs(fine[0] - metal[0][0]) < 1e-3
assert abs(metal[0][0]) > 0.01 and abs(metal[90][0]) < 1e-6
assert abs(metal[90][1][2]) < 1e-6
assert abs(metal[180][0] + metal[0][0]) < 1e-6
flat = respond(radial, 1, axes=FLAT, kT=KT)
no_soc = respond(radial, 1, lam=0.0, kT=KT)
ferro = respond(np.array([[0, 0, 1.0]] * 3), 1, lam=0.0, kT=KT)
assert max(abs(flat[0]), abs(no_soc[0]), abs(ferro[0])) < 1e-6
assert ferro[1][2] > 0.9

# --- projected strong-exchange Hamiltonian against the full one
big_J, psi_t, theta_t = 1e5, 0.4, 0.3
k_test = np.array([[0.7, 1.1], [2.0, -0.4], [3.6, 0.9]])
full = np.linalg.eigvalsh(bloch(k_test, texture(psi_t, theta_t), big_J)[0])[:, :3] + big_J
projection_error = np.abs(projected_bands(k_test, psi_t, theta_t) - full).max()
assert projection_error < 1e-3

# --- insulator with two electrons per cell
runs = {J: respond(radial, 2, J=J) for J in (5.0, 10.0, 20.0, 200.0, 400.0)}
sig, spin, gap, _ = runs[J0]
links = link_hall(radial, 2)
assert gap > 0.1 and abs(abs(sig) - 1) < 1e-4 and abs(sig - links) < 1e-4
assert np.abs(spin[:2]).max() < 1e-8 and abs(spin[2]) > 1e-3
assert all(r[2] > 0.1 and abs(r[0] - sig) < 1e-4 for r in runs.values())
step = 0.01
slope = (respond(texture(0, step), 2)[3] - respond(texture(0, -step), 2)[3]) / (2*step)
assert abs(slope + J0 * spin[2]) < 2e-3

# --- large-J law of the weak moment: J m_z tends to a constant fixed by the
#     projected bands; the extrapolation removes the correction of order 1/J
small_step = 0.003
e_plus, e_minus = (projected_bands(mesh(72), 0.0, a)[:, :2].sum(1).mean()
                   for a in (small_step, -small_step))
moment_limit = -(e_plus - e_minus) / (2 * small_step)
m200, m400 = runs[200.0][1][2], runs[400.0][1][2]
extrapolated = 2 * 400.0 * m400 - 200.0 * m200
assert abs(extrapolated - moment_limit) < 2e-3
assert abs(m400 / m200 - 0.5) < 0.05

# --- canting that removes the net spin
theta0 = brentq(lambda a: respond(texture(0, a), 2)[1][2],
                np.radians(-10), np.radians(10), xtol=1e-11)
comp = respond(texture(0, theta0), 2)
assert np.abs(comp[1]).max() < 1e-7 and comp[2] > 0.1 and abs(comp[0] - sig) < 1e-4

# --- sign change at the gap closing, and noncoplanar order without spin-orbit
theta_c = np.arctan(2 * LAM / (np.sqrt(3) * t))
e_k = np.linalg.eigvalsh(bloch(K_POINT, texture(0, theta_c))[0][0])
assert e_k[2] - e_k[1] < 1e-6
below, above = (respond(texture(0, np.radians(a)), 2) for a in (8, 25))
assert below[1][2] > 0 and above[1][2] > 0
assert abs(below[0] - sig) < 1e-3 and abs(above[0] + sig) < 1e-3
chiral = respond(texture(0, np.radians(15)), 2, lam=0.0)
assert abs(chiral[0] + sig) < 1e-3

print(f"parameters: t = {t}, lambda = {LAM} t, J = {J0} t; metal k_B T = {KT} t")
print(f"test point k = ({k_end[0]}, {k_end[1]}) 1/a, band {band + 1}")
print(f"Berry curvature, time evolution: {omega_dynamic:.5f} a^2")
print(f"Berry curvature, formula:        {omega_formula:.5f} a^2")
print(f"allowed Hall vectors, radial texture: {np.trace(p_rad):.0f}")
print(f"allowed Hall vectors, tangential texture: {abs(np.trace(p_tan)):.0f}")
print(f"allowed Hall vectors, radial texture in flat layer: {abs(np.trace(p_flat)):.0f}")
print("METAL, one electron per cell")
for deg, r in metal.items():
    print(f"psi = {deg:3d} deg: sigma_xy = {r[0]:+.4f} e^2/h, m_z = {r[1][2]:+.5f} per cell")
print(f"flat-layer spin-orbit: |sigma_xy| = {abs(flat[0]):.1e} e^2/h")
print(f"coplanar, lambda = 0: |sigma_xy| = {abs(no_soc[0]):.1e} e^2/h")
print(f"ferromagnet, lambda = 0: |sigma_xy| = {abs(ferro[0]):.1e} e^2/h, "
      f"m_z = {ferro[1][2]:.4f} per cell")
print("INSULATOR, two electrons per cell")
flux = np.degrees(3 * np.arctan(2 * LAM / t))
print(f"strong-exchange triangle flux, theta = 0: {flux:.2f} deg")
print(f"largest projection error at J = {big_J:.0e} t: {projection_error:.1e} t")
for J, r in runs.items():
    print(f"J = {J:5.1f} t: gap = {r[2]:.4f} t, sigma_xy = {r[0]:+.5f} e^2/h, "
          f"m_z = {r[1][2]:+.6f}, J m_z = {J*r[1][2]:+.4f} t")
print(f"J m_z extrapolated to large J: {extrapolated:+.4f} t; "
      f"from projected bands: {moment_limit:+.4f} t")
print(f"Hall integer from link variables: {links:+.5f} e^2/h")
print(f"dE/dtheta at theta = 0: {slope:+.5f} t/rad; -J m_z = {-J0*spin[2]:+.5f} t")
print(f"compensation angle theta_0 = {np.degrees(theta0):.4f} deg")
print(f"at theta_0: |m_z| = {abs(comp[1][2]):.1e} per cell, gap = {comp[2]:.4f} t")
print(f"at theta_0: sigma_xy = {comp[0]:+.5f} e^2/h = "
      f"{comp[0]*e_charge**2/h_planck*1e6:+.3f} microsiemens")
print(f"gap-closing angle theta_c = {np.degrees(theta_c):.4f} deg, "
      f"gap at K = {abs(e_k[2]-e_k[1]):.1e} t")
for deg, r in ((8, below), (25, above)):
    print(f"theta = {deg:2d} deg: sigma_xy = {r[0]:+.4f} e^2/h, m_z = {r[1][2]:+.4f} per cell")
print(f"theta = 15 deg, lambda = 0: sigma_xy = {chiral[0]:+.4f} e^2/h, "
      f"m_z = {chiral[1][2]:+.4f} per cell")
print("verified")
```

It prints:

```
parameters: t = 1.0, lambda = 0.2 t, J = 5.0 t; metal k_B T = 0.05 t
test point k = (3.9, 0.2) 1/a, band 2
Berry curvature, time evolution: -0.24793 a^2
Berry curvature, formula:        -0.24781 a^2
allowed Hall vectors, radial texture: 1
allowed Hall vectors, tangential texture: 0
allowed Hall vectors, radial texture in flat layer: 0
METAL, one electron per cell
psi =   0 deg: sigma_xy = +0.8103 e^2/h, m_z = -0.18865 per cell
psi =  45 deg: sigma_xy = +0.7431 e^2/h, m_z = -0.13508 per cell
psi =  90 deg: sigma_xy = +0.0000 e^2/h, m_z = -0.00000 per cell
psi = 180 deg: sigma_xy = -0.8103 e^2/h, m_z = +0.18865 per cell
flat-layer spin-orbit: |sigma_xy| = 1.4e-16 e^2/h
coplanar, lambda = 0: |sigma_xy| = 1.3e-16 e^2/h
ferromagnet, lambda = 0: |sigma_xy| = 0.0e+00 e^2/h, m_z = 1.0000 per cell
INSULATOR, two electrons per cell
strong-exchange triangle flux, theta = 0: 65.40 deg
largest projection error at J = 1e+05 t: 3.8e-05 t
J =   5.0 t: gap = 0.6114 t, sigma_xy = +1.00000 e^2/h, m_z = -0.009090, J m_z = -0.0455 t
J =  10.0 t: gap = 0.6862 t, sigma_xy = +1.00000 e^2/h, m_z = -0.019933, J m_z = -0.1993 t
J =  20.0 t: gap = 0.6921 t, sigma_xy = +1.00000 e^2/h, m_z = -0.014926, J m_z = -0.2985 t
J = 200.0 t: gap = 0.6941 t, sigma_xy = +1.00000 e^2/h, m_z = -0.001968, J m_z = -0.3936 t
J = 400.0 t: gap = 0.6941 t, sigma_xy = +1.00000 e^2/h, m_z = -0.000997, J m_z = -0.3989 t
J m_z extrapolated to large J: -0.4042 t; from projected bands: -0.4042 t
Hall integer from link variables: +1.00000 e^2/h
dE/dtheta at theta = 0: +0.04543 t/rad; -J m_z = +0.04545 t
compensation angle theta_0 = 0.2841 deg
at theta_0: |m_z| = 8.6e-15 per cell, gap = 0.6038 t
at theta_0: sigma_xy = +1.00000 e^2/h = +38.740 microsiemens
gap-closing angle theta_c = 13.0039 deg, gap at K = 3.6e-15 t
theta =  8 deg: sigma_xy = +1.0000 e^2/h, m_z = +0.2500 per cell
theta = 25 deg: sigma_xy = -1.0000 e^2/h, m_z = +0.7969 per cell
theta = 15 deg, lambda = 0: sigma_xy = -1.0000 e^2/h, m_z = +0.4927 per cell
verified
```
